\section*{Symmetric adatom capture does not equalise terrace widths in step flow}

\section*{Does a wide terrace correct itself?}

\textbf{Q:} I grow on a vicinal surface by step flow. A wide terrace collects more atoms than a narrow one, so its steps move faster. Surely that evens out the widths, provided I wait long enough.

\textbf{A:} Which of its two steps moves faster?

\textbf{Q:} Both, if the atoms diffuse freely and stick equally well from either side.

\textbf{A:} Then write the balance. Let the steps descend towards $+x$, so that growth moves them towards $+x$. Terrace $n$ lies between steps $n$ and $n+1$ and has width $l_n=x_{n+1}-x_n$. Lengths are in surface sites, $F$ is the deposition rate and $\theta=Ft$ the deposit in monolayers (ML). Assume straight steps, irreversible capture, no desorption, no islands, and diffusion so fast that the steps hardly move during an adatom's life.

An atom landing at distance $u$ from step $n$ reaches that step first with probability $h(u)$. For unbiased diffusion $h''=0$, with $h(0)=1$ and $h(l_n)=0$, so $h=1-u/l_n$. Its average over uniform landing positions is $1/2$. Each step therefore receives half the atoms of both adjoining terraces:
\begin{equation}
\frac{dx_n}{d\theta}=\tfrac12(l_n+l_{n-1}),\qquad
\frac{dl_n}{d\theta}=\frac{dx_{n+1}}{d\theta}-\frac{dx_n}{d\theta}=\tfrac12(l_{n+1}-l_{n-1}).
\label{eq:sym}
\end{equation}

\textbf{Q:} The width $l_n$ has dropped out of its own equation.

\textbf{A:} Yes. The wide terrace pushes both its edges forward equally, which shifts it without narrowing it. Take a periodic train of $N$ terraces with mean width $L$, and put $\delta_n=l_n-L$. Then
\begin{equation}
\frac{d}{d\theta}\sum_n\delta_n^2=\sum_n(\delta_n\delta_{n+1}-\delta_n\delta_{n-1})=0,
\end{equation}
because relabelling $n\to n+1$ turns the second sum into the first. The variance is conserved. For a mode $\delta_n\propto e^{ikn+\sigma\theta}$, equation \eqref{eq:sym} gives $\sigma=\tfrac12(e^{ik}-e^{-ik})=i\sin k$: it travels but does not decay. The alternating wide--narrow pattern, $k=\pi$, does not even travel.

\textbf{Q:} But if I follow one wide terrace among equal ones, it does shrink.

\textbf{A:} It does, and its excess goes to other terraces. In a long train, let terrace 0 start with excess $\varepsilon$. The Bessel functions obey $J_m'=\tfrac12(J_{m-1}-J_{m+1})$. Setting $m=-n$ shows that $\delta_n=\varepsilon J_{-n}(\theta)$ solves \eqref{eq:sym}, and it has the right start because $J_m(0)=0$ except for $J_0(0)=1$. The excess of terrace 0 is down to $0.224\,\varepsilon$ after 2 ML and is $-0.178\,\varepsilon$ after 5 ML, while the sum of squares over all terraces remains $\varepsilon^2$. This is dispersion. The shrinking of one terrace is therefore no evidence of damping; a fall in the variance of the whole train would be, if nothing desorbs and the train is long enough for chance to average out.

\section*{What would damp the modes?}

\textbf{Q:} Perhaps desorption supplies the missing damping.

\textbf{A:} Not with symmetric capture. Let $\lambda$ be the diffusion length before desorption. The hitting probability now obeys $\lambda^2h''=h$, so $h=\sinh[(l-u)/\lambda]/\sinh(l/\lambda)$. Integrating over the terrace gives the capture by one step,
\begin{equation}
f(l)=\int_0^l h\,du=\lambda\,\frac{\cosh(l/\lambda)-1}{\sinh(l/\lambda)}=\lambda\tanh\frac{l}{2\lambda},
\end{equation}
and by symmetry the other step gets the same. Hence $dl_n/d\theta=f(l_{n+1})-f(l_{n-1})$. Linearising, with $f'(L)=\tfrac12\operatorname{sech}^2(L/2\lambda)$, gives $\sigma=i\operatorname{sech}^2(L/2\lambda)\sin k$. Desorption slows the waves, by a factor 0.42 at $L=2\lambda$, but does not damp them.

\textbf{Q:} And for large differences in width?

\textbf{A:} Define $G(l)=2\lambda^2\ln\cosh(l/2\lambda)$, for which $G'=\lambda\tanh(l/2\lambda)=f$. Then
\begin{equation}
\frac{d}{d\theta}\sum_nG(l_n)=\sum_nf(l_n)\,[f(l_{n+1})-f(l_{n-1})]=0
\end{equation}
by the same relabelling. Since $f$ increases with $l$, $G$ is strictly convex. At fixed total width its sum has a single minimum, at equal widths. A train that starts above this minimum stays above it by the same amount and cannot become uniform, although its variance may change.

\textbf{Q:} So what does equalise terraces?

\textbf{A:} A preference for the step that advances into the terrace, provided it also holds for the extra atoms of a wider terrace. Let that step receive $g(l)$ and the other $l-g(l)$, and write $g'(L)=(1+\beta)/2$. Now $dx_n/d\theta=g(l_n)+l_{n-1}-g(l_{n-1})$, and subtracting neighbouring steps gives
\begin{equation}
\sigma=\frac{1+\beta}{2}(e^{ik}-1)+\frac{1-\beta}{2}(1-e^{-ik})
=i\sin k-\beta(1-\cos k).
\label{eq:beta}
\end{equation}
Positive $\beta$ damps every mode with $k\neq0$. If the preferred step gets a fixed fraction $(1+b)/2$, then $\beta=b$. With $b=0.2$, one random train of 64 terraces kept 3.0\,\% of its variance after 100 ML. The figure varies from train to train and averages about 5\,\%. With $b=0$ every train keeps all of it, as long as no terrace closes; with large initial differences in width, dispersion alone can close one.

\textbf{Q:} Does an extra barrier $E$ for descending a step act like that?

\textbf{A:} It has the same sign, but the fraction then depends on width. The last hop is slower by $e^{-E/kT}$, which acts like $m=e^{E/kT}-1$ extra sites of path. Since $m$ may be only a few sites, count the landing sites one by one: $u=0,1,\dots,l-1$, where an atom at $u=0$ already touches step $n$. Summing $h=1-u/(l+m)$ over them gives
\begin{equation}
g(l)=l-\frac{l(l-1)}{2(l+m)},\qquad
g'(l)=\frac12+\frac{m(m+1)}{2(l+m)^2}.
\end{equation}
The damping coefficient is therefore $\beta=m(m+1)/(L+m)^2$. Atoms landing at $u\ge1$ have the capture asymmetry $b=m/(L+m)$, so $\beta=b(m+1)/(L+m)$, which is smaller than $b$. Without a barrier $g=(l+1)/2$: the advancing step is slightly preferred, but by the same amount at every width, so nothing is damped.

\textbf{Q:} You also assumed that adatoms follow the steps instantly.

\textbf{A:} Relaxing that gives weak damping. With the density $c=0$ at both steps, the leading profile is $c_0=(F/2D)\,u(l-u)$, where $D$ is the diffusion coefficient. Its change at a fixed point, $\partial_tc_0=(F/2D)[-v_n(l-u)+v_{n+1}u]$ with $v_n=dx_n/dt$, acts as a loss of adatoms. Share this loss using the hitting probabilities, with $\int_0^l(l-u)^2du/l=l^2/3$ and $\int_0^lu(l-u)\,du/l=l^2/6$. Step $n$ gains an extra $(Fl_n^2/12D)(2v_n-v_{n+1})$ from terrace $n$, and step $n+1$ gains $(Fl_n^2/12D)(v_n-2v_{n+1})$. Linearise about $v=FL$, with $\mathrm{Pe}=FL^2/D$:
\begin{equation}
\delta v_n=\frac F2(\delta_n+\delta_{n-1})+\frac{F\,\mathrm{Pe}}{6}(\delta_n-\delta_{n-1})+\frac{\mathrm{Pe}}{12}(\delta v_{n-1}-\delta v_{n+1}).
\end{equation}
In the last term the leading $\delta v_n=(F/2)(1+e^{-ik})\delta_n$ suffices. Multiplying by $e^{ik}-1$ to form $\delta v_{n+1}-\delta v_n$, the real part of the rate in time is
\begin{equation}
-\frac{F\,\mathrm{Pe}}{3}(1-\cos k)+\frac{F\,\mathrm{Pe}}{6}\sin^2k=-\frac{F\,\mathrm{Pe}}{6}(1-\cos k)^2 ,
\end{equation}
to first order in $\mathrm{Pe}$. Solving the full moving-boundary problem at $\mathrm{Pe}=0.001$ gives $-0.16667$, $-0.42056$ and $-0.66667$ in units of $F\,\mathrm{Pe}$ at $k=\pi/2$, $2.2$ and $\pi$, equal to the formula in all printed digits.

\section*{What does shot noise do?}

\textbf{Q:} Suppose I start with perfectly equal terraces and symmetric capture. Do they stay equal?

\textbf{A:} On average nothing drives them apart, but atoms arrive at random. Let the straight steps be $W$ sites long. One captured atom advances step $s$ by $1/W$, so $l_s$ loses $1/W$ and $l_{s-1}$ gains it:
\begin{equation}
\Delta\sum_nl_n^2=\frac2W(l_{s-1}-l_s)+\frac{2}{W^2}.
\end{equation}
Without desorption, step $s$ receives the next atom with probability $(l_s+l_{s-1})/(2NL)$. The first term then averages to $\sum_s(l_{s-1}^2-l_s^2)/(NLW)=0$. Each atom adds $2/W^2$ on average, whatever the current widths. After $NLW\theta$ atoms, dividing by $N$,
\begin{equation}
\operatorname{Var}(l)=\operatorname{Var}_0+\frac{2L\theta}{W}.
\label{eq:var}
\end{equation}
This is exact within the model until a terrace closes.

An atom-by-atom simulation with $L=10$, $W=30$ and $N=6$ gave variances of 0.674, 1.327 and 2.683 sites$^2$ after 1, 2 and 4 ML; the law gives 0.667, 1.333 and 2.667. With desorption each step catches $2f(L)W$ atoms per ML, so to leading order the variance is $4\lambda\tanh(L/2\lambda)\,\theta/W$. At $L=2\lambda$ and 4 ML the simulation gave 2.105 against 2.031. The sampling error of the simulated figure is about 0.03, so the excess of 3.6\,\% is a little over two standard errors and is no clear sign of higher orders.

\textbf{Q:} And if there is some damping?

\textbf{A:} The random advance of each step has variance $L/W$ per ML. A width is a difference of neighbouring positions, so mode $k$ receives $2(1-\cos k)L/W$. By \eqref{eq:beta} its variance $S_k$ obeys
\begin{equation}
\frac{dS_k}{d\theta}=-2\beta(1-\cos k)S_k+2(1-\cos k)\frac LW,\qquad
S_k=\frac{L}{W\beta}\left[1-e^{-2\beta(1-\cos k)\theta}\right]
\end{equation}
for equal initial widths. Averaging over $k$ in a long train, with $\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\cos k}dk=I_0(z)$,
\begin{equation}
\operatorname{Var}(l)=\frac{L}{W\beta}\left[1-e^{-2\beta\theta}I_0(2\beta\theta)\right].
\label{eq:damped}
\end{equation}
For $\beta\theta\ll1$ the bracket is $2\beta\theta$ and \eqref{eq:var} returns. For $\beta\theta\gg1$ the variance tends to $L/(W\beta)$, but slowly, because long waves are hardly damped: the relative shortfall is about $1/\sqrt{4\pi\beta\theta}$. In the simulation with a fixed fraction, $b=0.5$, it reached 0.523 sites$^2$ at 4 ML; the average of $S_k$ over the six modes of that ring gives 0.525.

\section*{How large is it on a real surface?}

\textbf{Q:} Give me a film I could grow.

\textbf{A:} Take rough values for vicinal Ag(001) at 300 K: site spacing 0.289 nm, terraces of 12 sites (3.47 nm, a miscut of $3.4^\circ$), and isolated straight steps of 100 nm, or 346 sites. Deposit 50 ML, about 10 nm, at 0.02 ML/s. For symmetric capture
\begin{equation}
\operatorname{Var}(l)=\frac{2\times12\times50}{346}\approx3.5\ \text{sites}^2,
\end{equation}
a spread of about 1.9 sites or 0.54 nm, which is some 16\,\% of the terrace. By the formula the spread would reach a third of the terrace at about 230 ML, but the law ends when a terrace closes. In a train of 64 terraces that starts to happen near 150 ML, and by 230 ML it has happened in roughly two trains out of three.

\textbf{Q:} Would silver behave like that?

\textbf{A:} Probably not, because its descending-edge barrier is small but not zero. Take 30 meV as a rough value. Then $m=2.19$, $\beta=m(m+1)/(L+m)^2=0.0347$ and $2\beta\theta=3.47$. With $e^{-3.47}I_0(3.47)\approx0.22$, equation \eqref{eq:damped} gives
\begin{equation}
\operatorname{Var}(l)\approx\frac{12}{346\times0.0347}\,(1-0.22)\approx0.78\ \text{sites}^2,
\end{equation}
a spread of about 0.25 nm instead of 0.54 nm. The numerical output below puts $\beta=b$ in its barrier lines, as if the captured fraction did not depend on width. Its 0.130 nm, its saturated variance and its $1/b$ therefore overstate the damping by this barrier. The same applies to its 0.444 meV for a 10\,\% reduction in variance. That value corresponds to $\beta=0.00144$, so a real barrier needs $m(m+1)/(L+m)^2=0.00144$, hence $m=0.18$ and $E=kT\ln(1+m)\approx4$ meV. At such small $m$ the figure rests on the site-by-site count: uniform landing on a continuous terrace gives $\beta=m^2/(L+m)^2$ and about 10 meV.

\textbf{Q:} What about the other idealisations?

\textbf{A:} With a rough diffusion barrier of 0.40 eV, $\mathrm{Pe}=1.5\times10^{-6}$, and lag damps the fastest-decaying mode by a factor $e^{-0.00005}$ over the film. Steps also exchange atoms thermally. Without an edge barrier, an atom released at one step crosses to the next with probability $1/L$, so crossings occur at a rate $Dc_{\rm eq}/L$ per step site in each direction, where $c_{\rm eq}$ is the equilibrium adatom coverage. A crossing moves both steps and changes three widths by $1,-2,1$ in units of $1/W$, with squares summing to 6. Relative to shot noise this is $12(Dc_{\rm eq}/L)/(2FL)=6c_{\rm eq}/\mathrm{Pe}$, or 1.6\,\% for a rough adatom formation energy of 0.50 eV. That figure depends exponentially on the energy.

If adatoms pair at a rate of roughly $3Dc_0^2$ per site and every pair is a stable island, about one island nucleates per terrace during the film without an edge barrier. The 30 meV barrier raises the adatom density near the descending edge and makes it about two. An island on terrace $n$ can be overtaken only by step $n$, which advances into that terrace, so it gives that step atoms that both steps would have shared. Nucleation per terrace rises roughly as $l^5$, so wide terraces are affected most. For islands of $s$ atoms this acts roughly like $\beta\approx5\nu s/(LW)$, where $\nu\approx0.023$ is the number of islands per terrace and ML. The upper bound $s=L^2$ gives 0.004, but the step reaches an island after about 0.3 ML, when it holds some 25 atoms, so $\beta\approx0.0007$. For otherwise symmetric capture, that damping removes more variance than the random timing of the islands adds. The 0.391 sites$^2$ in the output counts only the noise, and for islands of $L^2$ atoms, so it is not the net effect. Step meandering and elastic repulsion are not sized here, and a real step is not an isolated rigid strip, so the effective $W$ is uncertain.

\textbf{Q:} Then if my terraces do become more uniform, I should not credit the larger catch of the wide ones.

\textbf{A:} Right. Within this model, and apart from chance in a short train, damping needs the extra catch of a wide terrace to be shared unequally, in favour of the step that advances into the terrace, or the adatoms to lag behind the steps. Without desorption, an extra catch shared equally leaves the variance where it was, and shot noise then adds to it on average.

\section*{Numbers as computed}
\begin{verbatim}
MEAN DYNAMICS
fraction captured by one step, symmetric: 0.5000
variance after 100 ML / initial, b=0: 1.000000
variance after 100 ML / initial, b=0.2: 0.0298
single wide terrace, excess left after 2 ML: 0.2239
single wide terrace, excess left after 5 ML: -0.1776
sum of squared excesses after 5 ML: 1.000000
desorption, L/lam = 2.0: top frequency/F = 0.4200
desorption, convex-sum gap 0 and 100 ML: 3.92952 3.92952
ATOM-BY-ATOM GROWTH: N=6, L=10 sites, W=30 sites, 2000 runs
1 ML symmetric: variance 0.674, law 0.667 sites^2
1 ML b=0.5: variance 0.364, law 0.356 sites^2
1 ML desorption L/lam=2: variance 0.508, law 0.508 sites^2
2 ML symmetric: variance 1.327, law 1.333 sites^2
2 ML b=0.5: variance 0.478, law 0.461 sites^2
2 ML desorption L/lam=2: variance 1.046, law 1.015 sites^2
4 ML symmetric: variance 2.683, law 2.667 sites^2
4 ML b=0.5: variance 0.523, law 0.525 sites^2
4 ML desorption L/lam=2: variance 2.105, law 2.031 sites^2
ADATOM LAG at Pe = 0.001: real rate/(F Pe), numeric and formula
k = pi/2: -0.16667 -0.16667
k = 2.2: -0.42056 -0.42056
k = pi: -0.66667 -0.66667
EXAMPLE: rough values for vicinal Ag(001)
site spacing 0.289 nm, step height 0.204 nm
temperature 300 K, kT = 25.85 meV, flux 0.02 ML/s
terrace 12 sites = 3.47 nm, miscut 3.37 deg
step length 100 nm = 346.0 sites
film 50 ML = 10.22 nm, growth time 2500 s
symmetric capture: variance 3.468 sites^2
symmetric capture: spread 1.862 sites = 0.538 nm = 15.5 % of L
deposit at which spread = L/3: 231 ML
NEGLECTED EFFECTS in the example
edge barrier 30 meV: b = 0.1544, 1/b = 6.48 ML
with that barrier: variance 0.2016 sites^2, spread 0.130 nm
with that barrier: saturated variance 0.2246 sites^2
barrier that lowers the variance by 10 %: 0.444 meV
diffusion barrier 0.40 eV, attempt rate 1e+13 /s, D = 1.91e+06 sites^2/s
adatom lag: Pe = 1.51e-06, largest damping exponent 5.03e-05
adatom formation energy 0.50 eV: equilibrium coverage 3.98e-09
thermal exchange noise / shot noise: 0.0158
islands nucleated per terrace in the film (capture number 3): 1.13
rough variance from islands of L*L atoms: 0.391 sites^2
\end{verbatim}
